# Thermal shift of mean vertical absorption between parabolas of different frequency

**Problem.** A defect absorbs light and passes from its electronic ground state to an excited state. One mass-weighted vibrational coordinate $Q$, with momentum $P$, takes part:

$$H_g=\frac{P^2}{2}+\frac{\omega_g^2Q^2}{2},\qquad H_e=\frac{P^2}{2}+E_0+\frac{\omega_e^2(Q-\Delta Q)^2}{2}.$$

Here $E_0$ is the energy between the two minima. Before absorption the vibration is in thermal equilibrium at temperature $T$ on the ground parabola, and the electronic transition dipole does not depend on $Q$ (the Condon approximation). Let $L(E)$ be the absorption cross section divided by the photon energy $E$ and normalised to unit area. Find its mean energy $M(T)$.

Evaluate $M$ at 0, 300 and 600 K for $E_0=1.95$ eV, $\hbar\omega_g=65$ meV, $\hbar\omega_e=70$ meV and $\Delta Q=0.65$ amu$^{1/2}$ Å. These are rough values in the regime of the negatively charged nitrogen-vacancy centre in diamond. Judge whether the temperature dependence found could be read from a measured band.

## A tempting solution

The nuclei do not move during the electronic transition, so the photon energy is the vertical distance between the parabolas,

$$D(Q)=E_0+\frac{\omega_e^2(Q-\Delta Q)^2}{2}-\frac{\omega_g^2Q^2}{2}.$$

In the ground state $Q$ fluctuates symmetrically about zero. Positive and negative excursions cancel, so the mean photon energy is the vertical energy at $Q=0$:

$$M\overset{?}{=}D(0)=E_0+\frac{\omega_e^2\Delta Q^2}{2}.$$

On this argument, heating broadens the band and leaves its mean fixed.

## Where it fails

The symmetry gives $\langle Q\rangle=0$. The argument then replaces $\langle D(Q)\rangle$ by $D(\langle Q\rangle)$, which is allowed if $D$ is linear in $Q$. But $D$ has curvature $\omega_e^2-\omega_g^2$. When the excited parabola is the steeper one, excursions to either side add a positive quadratic contribution, and these contributions do not cancel. The tempting answer is correct for equal frequencies. For unequal ones it fails even at $T=0$, because zero-point motion also spreads $Q$.

A second point needs support: the use of $D(Q)$ for a quantum vibration, whose transitions join discrete levels.

## Solution

**The mean as a thermal average.** Let $H_g|m\rangle=E_m|m\rangle$ and $H_e|n\rangle=E_n|n\rangle$, with thermal populations $p_m$. With a constant dipole, the golden rule gives

$$L(E)=\sum_{m,n}p_m|\langle n|m\rangle|^2\,\delta(E-E_n+E_m).$$

Its area is one, because $\sum_n|\langle n|m\rangle|^2=1$ and $\sum_mp_m=1$. Its first moment is

$$M=\sum_mp_m\sum_n\langle m|n\rangle(E_n-E_m)\langle n|m\rangle .$$

The final states are complete, so $\sum_n|n\rangle E_n\langle n|=H_e$. Also $E_m=\langle m|H_g|m\rangle$. Therefore

$$M=\sum_mp_m\langle m|H_e-H_g|m\rangle=\langle D(Q)\rangle .$$

The kinetic energies are identical and cancel in the difference. The vertical picture thus gives the mean of $L$ without a classical approximation for the nuclei.

**Expanding the vertical energy.** Since $(Q-\Delta Q)^2=Q^2-2Q\Delta Q+\Delta Q^2$,

$$D=E_0+\frac{\omega_e^2\Delta Q^2}{2}-\omega_e^2\Delta Q\,Q+\frac{\omega_e^2-\omega_g^2}{2}Q^2 .$$

The levels of $H_g$ have definite parity, so $\langle Q\rangle=0$ and the linear term drops out. What remains to be found is $\langle Q^2\rangle$.

**The spread of $Q$.** From $[Q,P]=i\hbar$,

$$[QP,H_g]=i\hbar\,(P^2-\omega_g^2Q^2).$$

The expectation value of a commutator with $H_g$ vanishes in an eigenstate of $H_g$. Hence $\langle P^2\rangle_m=\omega_g^2\langle Q^2\rangle_m$, so that $E_m=\omega_g^2\langle Q^2\rangle_m$. With $E_m=\hbar\omega_g(m+\tfrac12)$,

$$\langle Q^2\rangle_m=\frac{\hbar}{\omega_g}\left(m+\frac12\right).$$

Put $x=e^{-\hbar\omega_g/kT}$. The normalised populations are $p_m=(1-x)x^m$, and the mean quantum number is $\bar m=x/(1-x)$. Then

$$\bar m+\frac12=\frac12\,\frac{1+x}{1-x}=\frac12\coth\frac{\hbar\omega_g}{2kT},$$

where the last step multiplies numerator and denominator by $x^{-1/2}$. Thus

$$\langle Q^2\rangle=\frac{\hbar}{2\omega_g}\coth\frac{\hbar\omega_g}{2kT}.$$

**Result.** Multiplying by $(\omega_e^2-\omega_g^2)/2$ gives

$$M(T)=E_0+\frac{\omega_e^2\Delta Q^2}{2}+\frac{\hbar(\omega_e^2-\omega_g^2)}{4\omega_g}\coth\frac{\hbar\omega_g}{2kT}.$$

The last term does not depend on the displacement $\Delta Q$. It is positive for a stiffer excited state and negative for a softer one. Its magnitude grows with temperature because the ground-state distribution widens.

## Two limits

At high temperature, $\coth y\to1/y$ with $y=\hbar\omega_g/2kT$, and the last term becomes

$$\frac{\hbar(\omega_e^2-\omega_g^2)}{4\omega_g}\,\frac{2kT}{\hbar\omega_g}=\frac{kT}{2}\left(\frac{\omega_e^2}{\omega_g^2}-1\right).$$

Planck's constant has cancelled, as it must in the classical limit. If the excited frequency is half the ground one, the shift is $-3kT/8$.

At $T=0$ the hyperbolic cotangent is one. It is useful to measure $M$ from the zero-phonon energy, which joins the two lowest levels:

$$E_{\rm ZPL}=E_0+\frac{\hbar(\omega_e-\omega_g)}{2}.$$

Subtracting, and writing $\omega_e^2-\omega_g^2=(\omega_e-\omega_g)(\omega_e+\omega_g)$,

$$M(0)-E_{\rm ZPL}=\frac{\omega_e^2\Delta Q^2}{2}+\frac{\hbar(\omega_e-\omega_g)}{4\omega_g}\left[(\omega_e+\omega_g)-2\omega_g\right]$$

$$=\frac{\omega_e^2\Delta Q^2}{2}+\frac{\hbar(\omega_e-\omega_g)^2}{4\omega_g}.$$

Most of a small zero-point shift of the mean is therefore shared by the zero-phonon line. Putting $E_{\rm ZPL}$ in place of $E_0$ in the formula for $M$ would count that part twice.

## Numbers

Let $\kappa=\hbar^2/(\text{amu Å}^2)=4.1802$ meV, so that $\omega^2Q^2/2=(\hbar\omega)^2Q^2/2\kappa$ with $Q$ in amu$^{1/2}$ Å. Then

$$\frac{\omega_e^2\Delta Q^2}{2}=\frac{70^2\times0.65^2}{2\times4.1802}\ \text{meV}=247.6\ \text{meV},$$

$$\frac{\hbar(\omega_e^2-\omega_g^2)}{4\omega_g}=\frac{70^2-65^2}{4\times65}\ \text{meV}=2.596\ \text{meV}.$$

The tempting answer is 2.1976 eV at every temperature. The full result is:

| $T$ (K) | $\coth$ | last term (meV) | $M$ (eV) |
|---|---|---|---|
| 0 | 1.000 | 2.60 | 2.2002 |
| 300 | 1.176 | 3.05 | 2.2007 |
| 600 | 1.795 | 4.66 | 2.2023 |

At room temperature most of the last term is zero-point motion; heating from 0 to 300 K adds 0.46 meV. By 600 K the growth is 2.06 meV.

## Can the shift be read from a band?

**Width.** Because $H_g|m\rangle=E_m|m\rangle$, we have $(H_e-E_m)|m\rangle=D|m\rangle$. The second moment of $L$ is therefore $\langle D^2\rangle$. Write $s=\langle Q^2\rangle$, $a=\omega_e^2\Delta Q$ and $b=(\omega_e^2-\omega_g^2)/2$. Then $D-M=-aQ+b(Q^2-s)$. Odd powers average to zero, which leaves

$$\mathrm{Var}=a^2s+b^2\left(\langle Q^4\rangle-s^2\right).$$

Ladder operators give

$$Q^2|m\rangle=\frac{\hbar}{2\omega_g}\Big[\sqrt{m(m-1)}\,|m-2\rangle+(2m+1)|m\rangle+\sqrt{(m+1)(m+2)}\,|m+2\rangle\Big].$$

The squared norm is $\langle Q^4\rangle_m=(\hbar/2\omega_g)^2(6m^2+6m+3)$. For the geometric populations $\overline{m^2}=2\bar m^2+\bar m$, so the last bracket averages to $3(2\bar m+1)^2$. Since $s=(\hbar/2\omega_g)(2\bar m+1)$, this means $\langle Q^4\rangle=3s^2$, and

$$\mathrm{Var}=\omega_e^4\Delta Q^2\langle Q^2\rangle+\frac{(\omega_e^2-\omega_g^2)^2}{2}\langle Q^2\rangle^2.$$

The root-mean-square width is 137 meV at 0 K and 148 meV at 300 K. The growth of the mean is a few thousandths of this width.

**Which mean, and which peak.** The raw cross section is proportional to $E\,L(E)$. Its mean is

$$\frac{\int E^2L\,dE}{\int E\,L\,dE}=\frac{M^2+\mathrm{Var}}{M}=M+\frac{\mathrm{Var}}{M}.$$

The extra term is 8.5 meV at 0 K and 10.0 meV at 300 K. Forgetting to divide by the photon energy thus adds a false thermal shift of 1.5 meV, larger than the 0.46 meV sought. The maximum is no substitute for the mean either. Diagonalising both Hamiltonians on a grid in $Q$, summing all transitions at 300 K and broadening each by a Gaussian of standard deviation 40 meV gives a maximum about 37 meV below $M$. Between 0 and 300 K this distance falls by about 1.0 meV, which is more than the growth sought. The change depends on the broadening: with a standard deviation of 30 meV, where the band shows separate phonon maxima and the highest is taken, the distance rises by 0.3 meV, and with 50 meV it falls by 2.1 meV.

**Anharmonicity.** Add $gQ^3$ to the ground surface, holding the excited surface fixed, and consider levels well inside the central well. The mean force vanishes in a stationary state, so $\omega_g^2\langle Q\rangle=-3g\langle Q^2\rangle$. The linear term of $D$ then shifts $M$, to first order in $g$, by

$$-\omega_e^2\Delta Q\langle Q\rangle=3g\,\Delta Q\,\langle Q^2\rangle\frac{\omega_e^2}{\omega_g^2}.$$

Take $g$ positive, with a cubic energy equal to 5% of the harmonic energy at $Q=\Delta Q$; this is an assumed size. Grid diagonalisation then gives a shift of 3.4 meV at 300 K, of which 0.5 meV has grown since 0 K. Reversing the sign of $g$ reverses the first-order shift. A modest cubic term in the ground surface alone thus rivals the frequency-change term itself. If the excited surface carries the same cubic term about its own minimum, then for the positive $g$ chosen here the cubic contribution to the growth from 0 to 300 K falls from 0.5 to 0.04 meV, although the cubic shift itself does not cancel. The thermal effect therefore depends on the anharmonicity of both surfaces.

**The real centre.** The zero-phonon line of the nitrogen-vacancy centre lies near 1.95 eV, close to the model's 1.9525 eV. The real centre breaks the model in at least three further ways.

- The lattice expands. Assume that the band mean follows the zero-phonon line under pressure, with a rough shift of $+6$ meV/GPa. Take also a bulk modulus of 440 GPa and a linear expansion of $10^{-4}$ between 0 and 300 K. The volume strain is three times the linear one, and the shift is $-6\times440\times3\times10^{-4}\approx-0.8$ meV. With these rough inputs the shift is at least comparable to the 0.46 meV growth, and it opposes it.
- Many modes take part. For separable modes $D$ is a sum, so their thermal terms add. One further mode of 30 meV, assumed to soften by 1%, contributes $-0.14$ meV between 0 and 300 K.
- The excited orbital state is doubly degenerate, which permits Jahn–Teller coupling. Take two modes of frequency $\omega=\omega_g$, unchanged by excitation, with the coupling $F(Q_1\sigma_z+Q_2\sigma_x)$, where the Pauli matrices act on the two components. The coupling is linear in $Q_1$ and $Q_2$, whose thermal averages vanish, so the mean stays at $M$ for either component, provided $E_0$ refers to the undistorted point in $Q_1,Q_2$. The squared coupling is $F^2(Q_1^2+Q_2^2)$, and it adds $(F^2\hbar/\omega)\coth(\hbar\omega/2kT)$ to the variance. The lower surface, $\omega^2\rho^2/2-F\rho$ at radius $\rho$, has depth $E_{\rm JT}=F^2/2\omega^2$, so the added variance is $2E_{\rm JT}\hbar\omega\coth(\hbar\omega/2kT)$. A rough $E_{\rm JT}=40$ meV raises the total width at 300 K from 148 to 168 meV. If $E_0$ were instead taken at the distorted minimum, 40 meV would have to be added to $M$. The coupling also lowers the zero-phonon line by 59 meV, to 1.893 eV, so keeping that line at 1.9525 eV would raise $E_0$ and $M$ by 59 meV. The single mode already gives a zero-phonon weight of 3.3% at 0 K, comparable to the few per cent of the real centre, and the added coupling lowers it to 1.7%; the 168 meV therefore probably counts part of the sideband twice and only illustrates the size of the effect.

For these parameters, and for heating up to room temperature, the answer to the last question is no. The thermal term is an exact part of the mean within the two-parabola model, but its growth over this range is no larger than the changes estimated for a modest cubic term in the ground surface alone or for thermal expansion. Before a measured shift could be assigned to the frequency change of this mode, those effects and the contributions of the other modes would have to be determined separately. The Condon approximation would need checking too: within the same model, a dipole that changes linearly by 5% between $Q=0$ and $Q=\Delta Q$ alters the growth from 0 to 300 K by about 0.7 meV: to $-0.2$ meV if the dipole rises toward $\Delta Q$, and to $+1.1$ meV if it falls.

All numerical values are calculated from the stated model.
